# The Regular Representation of a Finite Group and Its Reduction for D3

## Definitions and conventions

Let $G$ be a finite group with $|G|$ elements and identity $e$. A representation assigns to each $g\in G$ a linear operator $D(g)$ on a nonzero, finite-dimensional complex vector space, with $D(g)D(h)=D(gh)$ and $D(e)=1$. Its character is $\chi(g)=\mathrm{tr}\,D(g)$. In a basis $|i\rangle$, the matrix elements are defined by

$$D(g)|i\rangle=\sum_k D_{ki}(g)|k\rangle .$$

A subspace is invariant if every $D(g)$ maps it into itself. A representation is irreducible, an irrep, if its sole invariant subspaces are $\{0\}$ and the whole space. Two representations are equivalent if an invertible $S$ satisfies $SD(g)=D'(g)S$ for all $g$. The label $\mu$ runs over inequivalent irreps, and $d_\mu$ is the dimension of irrep $\mu$.

The regular representation acts on a space with one orthonormal basis vector $|h\rangle$ for each group element:

$$L(g)|h\rangle=|gh\rangle .$$

It is a representation because $L(g)L(h)|k\rangle=|ghk\rangle=L(gh)|k\rangle$. Each $L(g)$ permutes an orthonormal basis, so it is unitary. Its trace counts the elements with $gh=h$. Multiplying this equation by $h^{-1}$ from the right gives $g=e$, hence

$$\chi_{\rm reg}(g)=|G|\,\delta_{g,e}. \tag{1}$$

The claim is that the regular representation contains irrep $\mu$ exactly $d_\mu$ times, so that $\sum_\mu d_\mu^2=|G|$.

## A first case: C3

Let $C_3=\{e,c,c^2\}$ with $c^3=e$. Then $L(c)$ is a cyclic shift, and Fourier sums diagonalize it. With $\omega=e^{2\pi i/3}$ and $m=0,1,2$,

$$|m\rangle=\frac1{\sqrt3}\sum_{n=0}^{2}\omega^{-mn}|c^n\rangle,\qquad
L(c)|m\rangle=\frac1{\sqrt3}\sum_{n}\omega^{-mn}|c^{n+1}\rangle=\omega^m|m\rangle .$$

The last step renames $n+1$ as $n$, which releases the factor $\omega^m$. There are three different one-dimensional irreps, each present once, and $1+1+1=3$. No others exist: in any irrep $D(c)$ has an eigenvector, its span is invariant, so the dimension is one, and the eigenvalue must be a cube root of unity.

This case also shows where the claim fails. If only real scalars are allowed, the vectors $m=1,2$ cannot be separated. The real vectors $|1\rangle+|2\rangle$ and $i(|1\rangle-|2\rangle)$ span a plane that $c$ rotates by $120^\circ$, and such a rotation has no real eigenvector. The real irreps have dimensions 1 and 2, each present once, and their squares sum to 5, not 3. The general proof must therefore use complex scalars somewhere.

## Any representation splits into irreps

For a general finite group, start from any inner product $\langle u,v\rangle$ on the representation space and average it:

$$\langle u,v\rangle'=\frac1{|G|}\sum_g\langle D(g)u,D(g)v\rangle .$$

Each term with $u=v\neq0$ is positive, so this is again an inner product. Replacing $u,v$ by $D(h)u,D(h)v$ turns $D(g)$ into $D(gh)$. Since $gh$ runs once through $G$ as $g$ does, the sum is unchanged. Every $D(h)$ is thus unitary in the new inner product, and an orthonormal basis gives unitary matrices.

Let $W$ be an invariant subspace and let $v$ be orthogonal to it. For $w\in W$, unitarity gives $\langle w,D(g)v\rangle'=\langle D(g^{-1})w,v\rangle'=0$, because $D(g^{-1})w\in W$. The orthogonal complement is therefore invariant too. Splitting repeatedly lowers the dimensions, so the process ends with a direct sum of irreps.

The finite average matters. The integers under addition have the representation

$$D(n)=\begin{pmatrix}1&n\\0&1\end{pmatrix}.$$

The line along $(1,0)$ is invariant, but for $n\ne0$ it is the only eigendirection, so no invariant complement exists.

From here on, one set of unitary matrices $D^\mu(g)$ is fixed for each $\mu$.

## Schur's lemma and orthogonality

Suppose a matrix $X$ satisfies $D^\mu(g)X=XD^\nu(g)$ for all $g$.

- If $Xv=0$, then $XD^\nu(g)v=D^\mu(g)Xv=0$, so the kernel of $X$ is invariant.
- Also $D^\mu(g)Xv=X[D^\nu(g)v]$, so the image of $X$ is invariant.

By irreducibility, $X$ is either zero or invertible. For $\mu\ne\nu$ it must be zero, since an invertible $X$ would make the irreps equivalent. For $\mu=\nu$, $X$ has an eigenvalue $\lambda$ because the scalars are complex. The matrix $X-\lambda1$ satisfies the same commutation condition and is not invertible, so it vanishes and $X=\lambda1$. This is the step that real scalars would not permit.

Such an $X$ can be built from any matrix $A$ of suitable shape:

$$X=\frac1{|G|}\sum_gD^\mu(g)\,A\,D^\nu(g)^\dagger .$$

To verify the condition, multiply by $D^\mu(h)$ and set $g'=hg$. Then $D^\nu(g)^\dagger=D^\nu(h^{-1}g')^\dagger=D^\nu(g')^\dagger D^\nu(h)$, where unitarity was used in the last factor. Hence $D^\mu(h)X=XD^\nu(h)$.

Choose $A$ with a single nonzero element, a 1 in row $j$ and column $l$. Since $[D^\nu(g)^\dagger]_{lk}=D^\nu_{kl}(g)^*$, the element $X_{ik}$ is the left side of equation (2) below. It vanishes for $\mu\neq\nu$. For $\mu=\nu$ it equals $\lambda\delta_{ik}$, and the trace fixes $\lambda$: each term of the average has trace $\mathrm{tr}\,A=\delta_{jl}$, so $\lambda d_\mu=\delta_{jl}$. Therefore

$$\frac1{|G|}\sum_gD^\mu_{ij}(g)D^\nu_{kl}(g)^*=\frac{\delta_{\mu\nu}\delta_{ik}\delta_{jl}}{d_\mu}. \tag{2}$$

For $C_3$ this reduces to $\frac13\sum_n\omega^{(m-m')n}=\delta_{mm'}$, the orthogonality behind the Fourier sums.

Setting $j=i$ and $l=k$ in (2) and summing over $i$ and $k$ gives $\sum_{ik}\delta_{ik}/d_\mu=1$ on the right for $\mu=\nu$:

$$\frac1{|G|}\sum_g\chi_\mu(g)\chi_\nu(g)^*=\delta_{\mu\nu}. \tag{3}$$

## Counting the copies

Let a representation with character $\chi$ contain irrep $\nu$ $a_\nu$ times. Then $\chi(g)=\sum_\nu a_\nu\chi_\nu(g)$. Multiplying by $\chi_\mu(g)^*$, averaging over $G$ and using (3) gives

$$a_\mu=\frac1{|G|}\sum_g\chi_\mu(g)^*\chi(g). \tag{4}$$

For the regular representation, (1) leaves the single term $g=e$:

$$a_\mu=\frac1{|G|}\,\chi_\mu(e)^*\,|G|=d_\mu .$$

Every irrep therefore occurs in this one finite-dimensional space, so there are finitely many. Taking the trace of the decomposition gives

$$\sum_\mu d_\mu\chi_\mu(g)=|G|\,\delta_{g,e},\qquad\text{and at }g=e:\quad \sum_\mu d_\mu^2=|G|. \tag{5}$$

In the limit of a commutative group, each $D^\mu(h)$ commutes with all $D^\mu(g)$ and is a multiple of the identity by Schur's lemma. Every line is then invariant, so $d_\mu=1$ and there are $|G|$ irreps, as found for $C_3$. As a non-commutative example, the rotation group $O$ of the cube has order 24. The numerical splitting finds irreps of dimensions 1, 1, 2, 3, 3, each with as many copies as its dimension, and $1+1+4+9+9=24$.

## An explicit reducing basis

The Fourier vectors of $C_3$ have complex conjugated irreps as coefficients. This suggests

$$|\mu;ij\rangle=\sqrt{\frac{d_\mu}{|G|}}\sum_gD^\mu_{ij}(g)^*|g\rangle . \tag{6}$$

By (2), the overlap is

$$\langle\mu;ij|\nu;kl\rangle=\frac{\sqrt{d_\mu d_\nu}}{|G|}\sum_gD^\mu_{ij}(g)D^\nu_{kl}(g)^*=\delta_{\mu\nu}\delta_{ik}\delta_{jl}.$$

There are $\sum_\mu d_\mu^2=|G|$ of these vectors, so they form a complete orthonormal basis. To find how they transform, set $g'=hg$:

$$L(h)|\mu;ij\rangle=\sqrt{\frac{d_\mu}{|G|}}\sum_{g'}D^\mu_{ij}(h^{-1}g')^*|g'\rangle .$$

Here $D^\mu_{ij}(h^{-1}g')^*=\sum_kD^\mu_{ik}(h^{-1})^*D^\mu_{kj}(g')^*$, and unitarity gives $D^\mu_{ik}(h^{-1})^*=D^\mu_{ki}(h)$. Thus

$$L(h)|\mu;ij\rangle=\sum_kD^\mu_{ki}(h)|\mu;kj\rangle . \tag{7}$$

The index $i$ labels partners within an irrep. The index $j$ is untouched and labels the $d_\mu$ copies.

Right multiplication, $R(h)|g\rangle=|gh^{-1}\rangle$, commutes with every $L$, since the two act on opposite sides of $g$. Setting $g=g'h$ and expanding $D^\mu_{ij}(g'h)^*=\sum_kD^\mu_{ik}(g')^*D^\mu_{kj}(h)^*$ gives

$$R(h)|\mu;ij\rangle=\sum_kD^\mu_{kj}(h)^*|\mu;ik\rangle . \tag{8}$$

It mixes the copies and leaves the partner index alone.

## Reduction for D3

$D_3$ consists of $e$, the rotations $C_3$ and $C_3^2$ by $120^\circ$ and $240^\circ$ about $z$, and half-turns $C_{2a},C_{2b},C_{2c}$ about axes in the $xy$ plane at $\varphi=0^\circ,60^\circ,120^\circ$ from $x$. Rotations move points, not axes. On $(x,y)$ they act as

$$E(C_3)=\begin{pmatrix}-\frac12&-\frac{\sqrt3}2\\ \frac{\sqrt3}2&-\frac12\end{pmatrix},\qquad
E(C_{2\varphi})=\begin{pmatrix}\cos2\varphi&\sin2\varphi\\ \sin2\varphi&-\cos2\varphi\end{pmatrix}.$$

On $z$ they act as $+1$ for the first three elements and $-1$ for the half-turns. This is the irrep $A_2$; the trivial irrep is $A_1$.

The representation $E$ is irreducible. A proper invariant subspace would be a line spanned by a common eigenvector. The eigenvectors of $E(C_{2a})=\mathrm{diag}(1,-1)$ lie along $(1,0)$ and $(0,1)$, and $E(C_3)$ turns both out of their lines. Since $1^2+1^2+2^2=6$, the list $A_1,A_2,E$ is complete.

For $E$ the prefactor in (6) is $\sqrt{2/6}=1/\sqrt3$. It turns the matrix elements $1$, $\frac12$ and $\frac{\sqrt3}2$ into $2/\sqrt{12}$, $1/\sqrt{12}$ and $\frac12$. In the order $e,C_3,C_3^2,C_{2a},C_{2b},C_{2c}$, the six vectors are

$$\begin{aligned}
|A_1\rangle&=\tfrac1{\sqrt6}(1,1,1,1,1,1), & |A_2\rangle&=\tfrac1{\sqrt6}(1,1,1,-1,-1,-1),\\
|E;11\rangle&=\tfrac1{\sqrt{12}}(2,-1,-1,2,-1,-1), & |E;21\rangle&=\tfrac12(0,1,-1,0,1,-1),\\
|E;12\rangle&=\tfrac12(0,-1,1,0,1,-1), & |E;22\rangle&=\tfrac1{\sqrt{12}}(2,-1,-1,-2,1,1).
\end{aligned}$$

The pairs $(11,21)$ and $(12,22)$ are the two copies of $E$. One case can be followed by hand. Left multiplication by $C_3$ cycles $e\to C_3\to C_3^2\to e$ and $C_{2a}\to C_{2b}\to C_{2c}\to C_{2a}$, so

$$L(C_3)|E;11\rangle=\tfrac1{\sqrt{12}}(-1,2,-1,-1,2,-1)=-\tfrac12|E;11\rangle+\tfrac{\sqrt3}2|E;21\rangle .$$

The coefficients are the first column of $E(C_3)$, as (7) requires. In this basis every $L(g)$ becomes $A_1\oplus A_2\oplus E\oplus E$.

Keeping only the threefold rotations gives a further check. $A_1$ and $A_2$ both become $m=0$. Each $E$ becomes $m=1$ and $m=2$, consistent with its trace $-1=\omega+\omega^2$. Each irrep of $C_3$ then appears twice, as it should for two separate cycles of three elements.

## What the copies do in a Hamiltonian

Place identical s-like orbitals, taken as orthonormal, at the six images $g\mathbf r_0$ of a point. If no rotation except $e$ fixes $\mathbf r_0$, the sites are distinct and can be labelled $|g\rangle$. A rotation then acts on them as $L$.

Let $H$ commute with all $L(g)$, and define $h(t)=\langle e|H|t\rangle$. Since $|t\rangle=L(t)|e\rangle$, also $h(t)=\langle t^{-1}|H|e\rangle$. Therefore

$$H|g\rangle=L(g)H|e\rangle=\sum_th(t)|gt^{-1}\rangle=\sum_th(t)R(t)|g\rangle .$$

Equation (8) now shows that $H$ acts on the copy index alone:

$$H|\mu;ij\rangle=\sum_kM^\mu_{kj}|\mu;ik\rangle,\qquad M^\mu_{kj}=\sum_th(t)D^\mu_{kj}(t)^* .$$

Each eigenvalue of the $d_\mu\times d_\mu$ matrix $M^\mu$ occurs once for every $i$, hence $d_\mu$ times. A level can be more degenerate than this. If $H$ is real, the complex conjugate of an eigenvector is an eigenvector with the same energy, so an irrep and its complex conjugate share their levels. For $C_3$ with real $h$, $M^m=h(e)+2h(c)\cos(2\pi m/3)$, and $m=1,2$ coincide.

For $D_3$ take real $h$. Hermiticity gives $h(t^{-1})=h(t)^*$, so $C_3$ and $C_3^2$ share one value $p$. Call the half-turn values $a,b,c$ and set $h(e)=0$. The one-dimensional irreps give

$$\varepsilon_{A_1}=2p+(a+b+c),\qquad \varepsilon_{A_2}=2p-(a+b+c).$$

For $E$, the two threefold matrices add to $-1$ times the identity, and

$$M^E=-p\,1+\begin{pmatrix}u&v\\v&-u\end{pmatrix},\qquad u=a-\tfrac12(b+c),\quad v=\tfrac{\sqrt3}2(b-c).$$

The second matrix is traceless and its square is $(u^2+v^2)1$, so its eigenvalues are $\pm\sqrt{u^2+v^2}$. Expanding the squares,

$$\varepsilon_E^\pm=-p\pm\Delta,\qquad \Delta^2=a^2+b^2+c^2-ab-bc-ca=\tfrac12\left[(a-b)^2+(b-c)^2+(c-a)^2\right].$$

Symmetry makes each $E$ level twofold but does not make the two levels equal. They coincide if and only if $a=b=c$. If moreover $a=b=c=0$, two separate triangles remain, with levels $2p$ (twice) and $-p$ (four times).

**Numbers.** Let $\mathbf r_0$ lie 3 bohr from the $z$ axis, at height 2 bohr and azimuth $10^\circ$. The images form a twisted trigonal prism. The hopping is $-Ve^{-r/s}$ with $V=1$ Ry and $s=2$ bohr. From $\mathbf r_0$ to its image under $C_3$ the distance is $3\sqrt3=5.196$ bohr, so $p=-e^{-2.598}=-0.0744$ Ry. The half-turn images lie at 4.133, 6.093 and 6.913 bohr, which gives $a=-0.1266$, $b=-0.0475$ and $c=-0.0315$ Ry. Then $2p=-0.1488$ Ry, $a+b+c=-0.2057$ Ry (summed before rounding), and

$$\Delta=\sqrt{\tfrac12\left(0.0791^2+0.0160^2+0.0951^2\right)}=0.0882\ \text{Ry}.$$

The levels are

- $A_1$: $-0.1488-0.2057=-0.3545$ Ry ($-4.82$ eV), single;
- $A_2$: $-0.1488+0.2057=0.057$ Ry ($0.77$ eV), single;
- lower $E$: $0.0744-0.0882=-0.014$ Ry ($-0.19$ eV), twofold;
- upper $E$: $0.0744+0.0882=0.163$ Ry ($2.21$ eV), twofold.

Direct diagonalization of the matrix built from the six positions confirms these values and degeneracies in the numerical check.

**When the site is special.** A point on a twofold axis, away from the centre, has three images. The permutation character is 3 for $e$, 0 for the threefold rotations and 1 for each half-turn. Equation (4) gives

$$a_{A_1}=\frac{3+3}{6}=1,\qquad a_{A_2}=\frac{3-3}{6}=0,\qquad a_E=\frac{2\cdot3}{6}=1 .$$

The site space is $A_1\oplus E$, with a single copy of $E$. The count $a_\mu=d_\mu$ belongs to the regular representation, and here that requires a site which no rotation except $e$ leaves in place.

## Table of computed values

```
Numerical splitting of regular representations (dimension x copies)
C3: order 3; 1x1, 1x1, 1x1
D3: order 6; 1x1, 1x1, 2x2
Q8: order 8; 1x1, 1x1, 1x1, 1x1, 2x2
T: order 12; 1x1, 1x1, 1x1, 3x3
O: order 24; 1x1, 1x1, 2x2, 3x3, 3x3
C3 over the reals: dimensions [1, 2], squares sum to 5
D3 twofold axis angles a, b, c (degrees): 0 60 120
D3 products, row element times column element: e C3 C3^2 C2a C2b C2c
  e: e C3 C3^2 C2a C2b C2c
  C3: C3 C3^2 e C2b C2c C2a
  C3^2: C3^2 e C3 C2c C2a C2b
  C2a: C2a C2c C2b e C3^2 C3
  C2b: C2b C2a C2c C3 e C3^2
  C2c: C2c C2b C2a C3^2 C3 e
Character of regular representation: 6 0 0 0 0 0
E matrices (11 12 21 22), then A2:
  e: 1.0000 0.0000 0.0000 1.0000 ; 1
  C3: -0.5000 -0.8660 0.8660 -0.5000 ; 1
  C3^2: -0.5000 0.8660 -0.8660 -0.5000 ; 1
  C2a: 1.0000 0.0000 0.0000 -1.0000 ; -1
  C2b: -0.5000 0.8660 0.8660 0.5000 ; -1
  C2c: -0.5000 -0.8660 -0.8660 0.5000 ; -1
Reducing basis vectors (irrep;ij), components on e C3 C3^2 C2a C2b C2c
  A1;11: 0.4082 0.4082 0.4082 0.4082 0.4082 0.4082
  A2;11: 0.4082 0.4082 0.4082 -0.4082 -0.4082 -0.4082
  E;11: 0.5774 -0.2887 -0.2887 0.5774 -0.2887 -0.2887
  E;21: 0.0000 0.5000 -0.5000 0.0000 0.5000 -0.5000
  E;12: 0.0000 -0.5000 0.5000 0.0000 0.5000 -0.5000
  E;22: 0.5774 -0.2887 -0.2887 -0.5774 0.2887 0.2887
Model: radius 3.0 bohr, height 2.0 bohr, azimuth 10.0 degrees
Hopping -V exp(-r/s): V = 1.0 Ry, s = 2.0 bohr; on-site 0 Ry
  e to C3: distance 5.1962 bohr, amplitude -0.074417 Ry
  e to C2a: distance 4.1335 bohr, amplitude -0.126599 Ry
  e to C2b: distance 6.0931 bohr, amplitude -0.047523 Ry
  e to C2c: distance 6.9129 bohr, amplitude -0.031541 Ry
E copy-space matrix M (11 12 21 22), Ry: -0.012650 -0.013841 -0.013841 0.161483
Square root in the E levels: 0.088160 Ry
  A1: -0.354496 Ry = -4.8232 eV, degeneracy 1
  A2: 0.056829 Ry = 0.7732 eV, degeneracy 1
  E lower: -0.013744 Ry = -0.1870 eV, degeneracy 2
  E upper: 0.162577 Ry = 2.2120 eV, degeneracy 2
Degeneracies if a = b = c: [1, 1, 4]
Point on twofold axis: 3 sites, content {'A1': 1, 'A2': 0, 'E': 1}
```
